Level Shifting in Hartree-Fock: Orbital Rotations and Guaranteed Energy Descent, part 2

A level shift b is used to make Roothaan steps lower the energy E in closed-shell Hartree-Fock theory with real orbitals. In an orthonormal basis of N functions, P is the projector on the n doubly occupied orbitals, h the one-electron matrix, and F = h + G(P) the Fock matrix, where G is the linear two-electron map. Each step fills the n lowest levels of

M = F + b(1 − P),  b ≥ 0,  (2)

and gives the projector P' = P + Δ.

Labels i and a denote occupied and virtual semicanonical orbitals, in which F has diagonal elements e_i and e_a and a mixed block F_vo with elements F_ai and transpose F_ov. The energy is stationary when F_ai = 0. If D = b + min e_a − max e_i is positive, the rotation mixing virtual a into occupied i is, to leading order,

X_ai = −F_ai / (e_a − e_i + b).  (5)

The energy change is exactly

E(P') − E(P) = 2 Tr FΔ + Tr Δ G(Δ),  (1)

and through second order in X

E(P') − E(P) = 4 Σ F_ai X_ai + 2 Σ (e_a − e_i) X_ai² + Tr Y G(Y),  (7)

where Y has blocks Y_vo = X, Y_ov = Xᵀ and zero diagonal blocks. The first-order energy change is

E₁ = −4 Σ_ai F_ai² / (e_a − e_i + b).  (8)

With ‖Δ‖² = Tr Δ² and g the largest eigenvalue of G on traceless symmetric matrices, steps of any size obey

E(P') − E(P) ≤ −(b − g)‖Δ‖²,  (10)

so b > g guarantees descent from a nonstationary point.

The two-site model has two electrons, hopping t, site energies −0.5 t and +0.5 t, and on-site repulsion U = 6 t, so g = 6 t. It starts from the lowest orbital of the one-electron matrix, with F_ai = 1.20000 t. Its energies are in units of t; those of water are in hartree.

### 2.3 What the iteration converges to

Let b > g be fixed and let k number the steps. Summing (10) over all steps gives

(b − g) Σ_k ‖Δ_k‖² ≤ E(P_0) − E_min,

where E_min is the lowest energy of any rank-n projector. It is finite because a finite basis admits only a bounded, closed set of projectors, on which E is continuous. The sum therefore converges and Δ_k → 0.

Small steps alone do not prove stationarity, because a large b makes every step small. The missing link is that P' commutes with M. Writing [A,B] = AB − BA,

0 = [M, P'] = [F, P'] − b[P, P'],

so [F, P'] = b[P, P']. Substituting P' = P + Δ on both sides, and using [P, P] = 0,

[F, P] = b[P, Δ] − [F, Δ].  (11)

F is bounded on the set of projectors, so the right side vanishes with Δ. The commutator on the left has the blocks F_vo and −F_ov. With ‖A‖² taken as the sum of the squared elements of A, which equals Tr A² when A is symmetric, this gives

‖[F, P]‖² = 2 Σ_ai F_ai².

Hence F_ai → 0, and every limit point of the sequence is a stationary point of the Hartree-Fock energy.

It need not be the lowest minimum, nor a minimum at all, and its occupied levels need not be the lowest levels of F. If F_ai = 0 at a point where some virtual e_a lies below an occupied e_i, a shift with D > 0 leaves that point unchanged, because the occupied levels are still the lowest of M. A large shift can thus hold an occupation that an unshifted diagonalization would abandon. After convergence the levels of the unshifted F should be inspected, and a stability analysis is needed to establish a local minimum.

The argument also relies on the energy being quadratic in P. A density functional with a nonquadratic exchange-correlation energy has further terms in (1), and the threshold g does not carry over to it unchanged.

### 2.4 The speed near a solution

The cost of the shift can be derived in full for one occupied and one virtual orbital. Let o and v be these orbitals at the solution, and let d = e_a − e_i be their gap. Displace the occupied orbital to o + δv, with δ small. The orthogonal virtual orbital becomes v − δo, and the projector changes by δY to first order, where now

Y = v oᵀ + o vᵀ.

The Fock matrix changes by δG(Y). Its mixed element in the displaced orbitals has a part from the old F and a part from the new field:

F_ai = δ(e_a − e_i) + δ vᵀG(Y)o = (d + W)δ,

W = vᵀG(Y)o = ½ Tr Y G(Y).

The last equality holds because Tr YA = 2vᵀAo for any symmetric A. The shifted step adds the rotation −F_ai/(d + b), so the new displacement is

δ' = δ − (d + W)δ/(d + b) = δ(b − W)/(d + b).  (12)

Assume d + b > 0. Convergence requires the factor in (12) to lie between −1 and 1. It is below 1 if d + W > 0. By (1), the energy of the displaced orbital above the solution is

2dδ² + δ² Tr Y G(Y) = 2(d + W)δ²,

so this is the condition that the solution be a minimum. The factor is above −1 if

b > (W − d)/2.  (13)

The same condition decides the sign of the energy change, which is 2(d + W)(δ'² − δ²) near the solution.

When d > 0, the local threshold (13) is less than half of g. Indeed Tr Y² = 2, so 2W = Tr Y G(Y) ≤ 2g and W ≤ g. The smaller threshold holds for small displacements only, whereas b > g covers steps of any size.

The factor changes character with b. Below W it is negative and the orbital overshoots the solution at each step. At b = W the linear error vanishes. Above W the orbital approaches from one side, and for b much larger than d and W the factor is close to 1 − (d + W)/b. The number of steps then grows in proportion to b. With many orbital pairs the single numbers d and W are replaced by matrices, and in general no one shift removes the linear error of every rotation.

### 2.5 The two-site iteration

At the solution of the two-site model d = 2.01575 t and W = 5.90662 t. Condition (13) requires

b > (5.90662 − 2.01575)/2 = 1.945 t.

Without a shift, (12) gives the factor −5.90662/2.01575 = −2.93. Even a very small error is reversed and nearly tripled at each step, so the solution repels the iteration. From the chosen start it ends in a two-cycle with energies 5.689 t and 4.200 t, far above the minimum of 0.938 t. After 1000 steps |F_ai| is still 1.65 t.

With a shift, the iteration was continued until |F_ai| fell below 10⁻¹⁰ t:

b = 3 t: factor −0.5795, 43 steps.
b = 8 t: factor 0.2090, 15 steps.
b = 100 t: factor 0.9223, 290 steps.

The counts follow from the factors. Reducing |F_ai| from 1.2 t to 10⁻¹⁰ t means a reduction by 1.2 × 10¹⁰, whose natural logarithm is 23.2. Dividing by the magnitude of the logarithm of each factor gives 42.5, 14.8 and 287 steps. The estimate uses the local factor over the whole run, including the first steps, where it need not apply, yet it comes within about one per cent of the counts.

All three shifted runs reach 0.937561 t, the value found independently by scanning the orbital angle. The run with b = 3 t lies below g = 6 t and so has no guarantee from (10), but its energy also falls apart from rises of rounding size, about 10⁻¹⁵ t. This illustrates that b > g is not necessary.

The local threshold was tested by displacing the converged orbital slightly and taking one step. With b at 0.9 times (W − d)/2 the energy rises by 3.44 × 10⁻⁸ t; at 1.1 times it falls by 2.83 × 10⁻⁸ t. The absolute sizes scale with the square of the displacement, while the ratio tends to a fixed value as the displacement goes to zero; at larger displacements it departs from that value. At the two shifts (12) gives factors of −1.103 and −0.906. Their squares minus one are 0.217 and −0.178, in the ratio −1.22, which is also the ratio of the two energy changes.

### 2.6 Water

The same formulas were applied to water in restricted Hartree-Fock theory with the 6-31G basis, an O-H distance of 0.96 Å and an angle of 104.5°. There are 13 basis functions and 5 occupied orbitals. This level of theory omits electron correlation, and the small basis adds its own error, so the energies serve to examine the iteration and not to predict measurements.

For the first step from the orbitals of the one-electron matrix, a shift of 500 hartree gives a first-order energy of −0.026521 hartree and an actual change of −0.026525 hartree. Such a shift is useless in practice, but it exposes the orders of the errors. Each error is taken relative to the actual value from the diagonalization; for the rotation, the root sum of squares of the elements is used in numerator and denominator. When b is raised tenfold to 5000 hartree, the relative error of the rotation falls by a factor of 99.6, that of the first-order energy by 10.8, and that of the second-order energy by 99.7. These agree with the expected laws 1/b², 1/b and 1/b².

Here the actual fall is slightly larger than the first-order one, so the second-order terms are negative in total. In the two-site model they are positive. The sign is not fixed in general: at a poor starting density some gaps e_a − e_i may be negative, and Tr Y G(Y) may be negative too. In water at b = 500 hartree the gap term of (7) is +6.7 × 10⁻⁶ hartree, although more than half of the gaps are negative, and Tr Y G(Y) is −1.05 × 10⁻⁵ hartree, so the change of the field is responsible.

The guaranteed threshold is g = 4.72 hartree. With b = 4.96 hartree, just above it, the iteration needs 141 steps to bring the norm of the F_ai block below 10⁻⁶ hartree, and the energy falls throughout. The unshifted iteration also descends throughout and needs 31 steps. Both end at −75.98394 hartree, nuclear repulsion included. For this start and basis water needs no shift, and the guarantee costs about four and a half times as many steps. These numbers belong to 6-31G. In 6-31G*, cc-pVDZ and 6-311G the threshold g is 4.84, 6.30 and 12.68 hartree, the run at 1.05 g needs 138, 182 and 377 steps against 30, 31 and 36 without a shift, and the total energy is lower by 0.025 to 0.043 hartree. In 6-311G the unshifted iteration still converges, but its energy rises by 1.6 hartree at one step.

### 2.7 Use in a working code

Atomic-orbital bases are not orthonormal. Let S be the overlap matrix, C the occupied coefficients, R = CCᵀ, and F_AO the Fock matrix in that basis. The orthonormal quantities are

P = S^(1/2) R S^(1/2),  F = S^(−1/2) F_AO S^(−1/2).

Multiplying M = F + b(1 − P) by S^(1/2) from both sides gives

M_AO = F_AO + b(S − SRS),

and the step solves M_AO C' = S C' ε. If the code stores the spin-summed density 2R, the last term in the bracket is one half of S(2R)S. Omitting this half would shift the occupied levels down by b in addition to raising the virtual ones, which doubles the effective shift.

At convergence F_ai = 0, and the virtual eigenvalues of M are e_a + b. The shift must be subtracted before orbital energies are reported. Before convergence this subtraction does not give the eigenvalues of F, because the mixed block is still present.

Convergence should be judged by ‖[F, P]‖/√2, the norm of the F_ai block, evaluated in the orthonormal basis. The change of the density is a poor criterion under a large shift: by the rotation formula it is proportional to 1/b and can be small far from a solution.

The number g can be found without storing G as a matrix. An iterative eigenvalue solver needs only the product G(A) for a traceless symmetric A, which is an ordinary Coulomb and exchange build, followed by removal of the trace part of the result. In an atomic-orbital code the matrix passed to the build is S^(−1/2) A S^(−1/2), and the result is multiplied by S^(−1/2) on both sides.

It is often unnecessary to know g. One can take a step with a moderate b, compare the energies, and, if the energy has risen, return to the old P, double b and repeat. For a positive initial b this search ends after finitely many doublings, since any b > g gives descent from a nonstationary point. Near convergence the comparison must allow for rounding, because the true energy change is quadratic in F_ai and soon falls below the precision of the total energy. A rule that accepts every decrease, however small, secures descent but not the convergence shown in 2.3, which rests on a fixed b > g. The numerical output following this text gives the values for each shift.

Calculated quantities

```
Two-site model: t = 1.0, site energies -/+0.5 t, U = 6.0 t
guaranteed-descent threshold g = 6.0000 t
start: P_11 = 0.72361, P_22 = 0.27639, P_12 = 0.44721
start: E = 1.36393 t, F_ai = 1.20000 t
start: e_i = 2.48197 t, e_a = 3.51803 t
First step: b/t, X formula, X actual, dE/t 1st, to 2nd, actual
    0.0  -1.15823  -0.65751  -5.55948  10.09852   1.99375
    3.0  -0.29732  -0.27486  -1.42713  -0.39533  -0.27000
    8.0  -0.13280  -0.13054  -0.63745  -0.43159  -0.40190
  100.0  -0.01188  -0.01188  -0.05701  -0.05536  -0.05533
Iteration to |F_ai| < 1e-10 t, at most 1000 steps:
  b/t, steps, final |F_ai|/t, largest energy rise/t, final E/t
    0.0  1000   1.65e+00   1.99e+00   4.200499
  b = 0 two-cycle energies: 5.68938, 4.20050 t
    3.0    43   8.74e-11   8.88e-16   0.937561
    8.0    15   9.75e-11   1.78e-15   0.937561
  100.0   290   9.59e-11   2.22e-15   0.937561
lowest E from a scan of the orbital angle = 0.937561 t
solution: gap d = 2.01575 t, W = 5.90662 t, (W-d)/2 = 1.94544 t
Error factor per step near the solution: b/t, formula, measured
    0.0   -2.9302   -2.9304
    3.0   -0.5795   -0.5795
    8.0    0.2090    0.2090
  100.0    0.9223    0.9223
dE near solution, b = 0.9 (W-d)/2: 3.44e-08 t
dE near solution, b = 1.1 (W-d)/2: -2.83e-08 t
Water, RHF/6-31G, O-H 0.96 angstrom, angle 104.5 degrees
basis functions = 13, occupied orbitals = 5
guaranteed-descent threshold g = 4.7198 hartree
First step: b/hartree, dE 1st order, dE actual (hartree)
      50  -0.26433448  -0.26479960
    relative errors: X 3.8e-04, dE 1st 1.8e-03, dE to 2nd 9.1e-04
     500  -0.02652098  -0.02652457
    relative errors: X 3.9e-06, dE 1st 1.4e-04, dE to 2nd 9.3e-06
    5000  -0.00265334  -0.00265338
    relative errors: X 3.9e-08, dE 1st 1.3e-05, dE to 2nd 9.3e-08
error falls, b 500 to 5000: X 99.6, 1st 10.8, 2nd 99.7 times
Iteration to |F_ai| < 1e-6 hartree, at most 5000 steps:
  b, steps, final |F_ai|, largest energy rise, total E (hartree)
    0.0000    31  6.38e-07  0.00e+00   -75.983940
    4.9557   141  9.48e-07  0.00e+00   -75.983940
```
